# Why Si(001) Diffraction Oscillations Change Period with Beam Azimuth

**Question.** During layer-by-layer growth of Si(001), the specular beam in reflection high-energy electron diffraction can repeat every two layers when the incident beam runs along [110], but every single layer when it runs along [010]. The growing surface is the same. Why does the period depend on where the beam comes from?

**Answer.** Each new layer turns the surface by 90°: its dimers, its back bonds and the stacking beneath them. A beam along [010] meets the two orientations as mirror images, which must reflect alike. A beam along [110] meets two different structures, with dimers end-on in one and side-on in the other, and multiple scattering makes these reflect differently. The difference does not require the dimers; the turned stacking alone produces it. Any azimuth away from the cube-axis directions [010] and [100], which are both mirror directions, also permits a difference, so [110] is not unique. The two-layer period further needs a starting surface on which one orientation dominates.

### Why the dimers turn

Take cubic axes $X,Y,Z$ with $Z$ along the outward normal [001]. Diamond consists of a face-centred cubic lattice and a copy shifted by $(a/4)(1,1,1)$. An atom of the first sublattice has neighbours at

$$\tfrac a4(1,1,1),\quad \tfrac a4(-1,-1,1),\quad \tfrac a4(1,-1,-1),\quad \tfrac a4(-1,1,-1).$$

If it lies in the top layer, the first two are missing. The broken bonds project onto [110], and the atom pairs with a surface neighbour in that direction. Call this surface A. For the second sublattice all four vectors change sign, so the broken bonds project onto $[1\bar10]$. Call that surface B. Adjacent layers, separated by $d=a/4$, belong to different sublattices; growth therefore exchanges A and B at every layer. The layers beneath turn too. Seen along [110] and before pairing, the top four layers sit at $0,\frac12,\frac12,0$ of the row spacing across the beam for A, and at $0,0,\frac12,\frac12$ for B.

### Why [010] cannot distinguish them

Consider the operation

$$(X,Y,Z)\rightarrow(-X+\tfrac a4,\;Y+\tfrac a4,\;Z+\tfrac a4).$$

It sends a lattice point to a lattice point shifted by $(a/4)(1,1,1)$, hence to the second sublattice. It sends a second-sublattice point $(X+\frac a4,Y+\frac a4,Z+\frac a4)$ to $(-X,Y+\frac a2,Z+\frac a2)$, which is again a lattice point. The crystal is preserved. Dimers along [110] become dimers along $[1\bar10]$, and the surface rises by $d$: A has become B one layer higher.

To see what this does to the reflected wave, let $k$ be the electron wave number, $\mathbf K$ its component parallel to the surface, and $\Gamma=k\sin\alpha$ its normal component at glancing angle $\alpha$. Above the crystal the specular part of the wave is

$$e^{i\mathbf K\cdot\boldsymbol\rho}\left(e^{-i\Gamma z}+r\,e^{i\Gamma z}\right),$$

where $\boldsymbol\rho$ is the lateral position. The amplitude $r$ is referred to the unrelaxed top layer at $z=0$.

- A lateral shift of the crystal leaves $r$ unchanged, because the incident and specular waves have the same $\mathbf K$ and their phase changes cancel.
- Raising the crystal by $d$ replaces $z$ by $z-d$ in the solution. Restoring a unit incident wave multiplies the reflected coefficient by $e^{-2i\Gamma d}$. This factor disappears when each amplitude is referred to its own top layer.
- The mirror reverses the azimuth $\delta$ measured from [010].

Therefore

$$r_A(\delta)=r_B(-\delta),\qquad r_A(0)=r_B(0).$$

Both magnitude and phase agree at $\delta=0$. The argument uses the symmetry of the whole potential, so it includes multiple scattering, and absorption too if that has the crystal's symmetry.

Real dimers are buckled, with one atom higher than the other. The equality survives a uniform tilt. The operation maps a tilted A surface onto a B surface with one sense of tilt; a 180° rotation about the normal gives the other sense. That rotation changes $\mathbf K$ to $-\mathbf K$. For a local potential the wave operator equals its transpose, so exchanging source and detector leaves the amplitude unchanged. The reversed specular path enters with $-\mathbf K$, hence $r(\mathbf K)=r(-\mathbf K)$, and both tilts reflect equally.

### Why the difference needs multiple scattering

Orientation alone does not make [110] sensitive. In atomic units write $U=2V$ for the potential $V$ and expand the wave in surface reciprocal vectors $\mathbf g$:

$$\psi=\sum_{\mathbf g}c_{\mathbf g}(z)e^{i(\mathbf K+\mathbf g)\cdot\boldsymbol\rho}.$$

Inserting this into $(\nabla^2+k^2)\psi=U\psi$ and collecting equal lateral exponentials gives

$$c_{\mathbf g}''+\Gamma_{\mathbf g}^2c_{\mathbf g}=\sum_{\mathbf h}U_{\mathbf g-\mathbf h}(z)c_{\mathbf h},\qquad \Gamma_{\mathbf g}^2=k^2-|\mathbf K+\mathbf g|^2.$$

The outgoing solution for a point source in $z$ is $e^{i\Gamma_{\mathbf g}|z-z'|}/(2i\Gamma_{\mathbf g})$. Putting the incident wave $e^{-i\Gamma z}$ on the right gives the first-order specular amplitude

$$r^{(1)}=\frac1{2i\Gamma}\int U_0(z)e^{-2i\Gamma z}\,dz.$$

Here $U_0$ is the lateral average of the potential. It depends on the heights of the atoms but not on the direction of their dimers. Single scattering therefore gives A and B the same specular amplitude in every azimuth.

One more scattering gives

$$r^{(2)}=\frac1{2i\Gamma}\sum_{\mathbf g}\iint e^{-i\Gamma z}U_{-\mathbf g}(z)\frac{e^{i\Gamma_{\mathbf g}|z-z'|}}{2i\Gamma_{\mathbf g}}U_{\mathbf g}(z')e^{-i\Gamma z'}\,dz\,dz'.$$

The term $\mathbf g=0$ again contains only the lateral average and is the same for A and B. In the others the electron is scattered sideways by $\mathbf g$ and then back. These terms contain the lateral structure, so the orientation can now matter. Since $r^{(1)}$ is proportional to the potential and the difference starts at its square, the relative difference should fall linearly as the potential is weakened. For a three-layer slab of the model crystal described below, with the beam along [110] at 2.0°, the relative amplitude difference is 2.7% when the potential is multiplied by $10^{-3}$, and 0.27% when it is multiplied by $10^{-4}$.

### From two amplitudes to a period

Start from a complete A surface and let the next layer cover a fraction $\theta$. Assume that growing terraces are wide enough for edge scattering to be small, yet close enough to scatter coherently. Their amplitudes then add by area. With $\phi=2\Gamma d$,

$$I(\theta)=|(1-\theta)r_A+\theta r_Be^{-i\phi}|^2,\qquad 0\le\theta\le1.$$

During the next layer A and B are exchanged. Write $R_A=|r_A|^2$, $R_B=|r_B|^2$ and $x=r_A^*r_B$. Expanding both squares gives

$$I(\theta)=(1-\theta)^2R_A+\theta^2R_B+2\theta(1-\theta)\operatorname{Re}(xe^{-i\phi}),$$

$$I(\theta+1)=(1-\theta)^2R_B+\theta^2R_A+2\theta(1-\theta)\operatorname{Re}(x^*e^{-i\phi}).$$

Now $(1-\theta)^2-\theta^2=1-2\theta$. Also $x-x^*=2i\operatorname{Im}x$, and the real part of $ie^{-i\phi}$ is $\sin\phi$. Subtraction gives

$$I(\theta)-I(\theta+1)=(1-2\theta)(R_A-R_B)+4\theta(1-\theta)\sin\phi\operatorname{Im}x.$$

The two functions of $\theta$ are independent. A one-layer period therefore requires both $R_A=R_B$ and $\sin\phi\operatorname{Im}x=0$. Equal reflectivities are not sufficient: a difference in reflection phase can also double the period when $\sin\phi\ne0$. At the [010] azimuth both terms vanish because $r_A=r_B$.

The strength of the two-layer part is its Fourier coefficient over deposited thickness $t$, in layers. Since $e^{-i\pi(\theta+1)}=-e^{-i\pi\theta}$,

$$F_2=\frac12\int_0^2I(t)e^{-i\pi t}\,dt=\frac12\int_0^1[I(\theta)-I(\theta+1)]e^{-i\pi\theta}\,d\theta.$$

Set $\theta=\frac12+u$, so that $e^{-i\pi\theta}=-i\cos\pi u-\sin\pi u$. Odd integrands cancel between $u=-\frac12$ and $\frac12$. Integration by parts gives $\int u\sin\pi u\,du=2/\pi^2$, so the factor $1-2\theta=-2u$ contributes $4/\pi^2$. The factor $4\theta(1-\theta)=1-4u^2$ contributes

$$-i\int(1-4u^2)\cos\pi u\,du=-i\frac8\pi\int u\sin\pi u\,du=-\frac{16i}{\pi^3}.$$

Including the prefactor $\frac12$,

$$F_2=\frac2{\pi^2}(R_A-R_B)-\frac{8i}{\pi^3}\sin\phi\operatorname{Im}x.$$

For the one-layer part, average the two intensities. With $M=(R_A+R_B)/2$ and $(1-\theta)^2+\theta^2=1-2\theta(1-\theta)$,

$$\tfrac12[I(\theta)+I(\theta+1)]=M-2\theta(1-\theta)[M-\cos\phi\operatorname{Re}x].$$

The constant has no oscillating component, and $\int_0^1\theta(1-\theta)e^{-2\pi i\theta}d\theta=-1/(2\pi^2)$. Hence

$$F_1=\frac1{\pi^2}[M-\cos\phi\operatorname{Re}x].$$

A real oscillation has peak amplitude $2|F|$. Along [010], $M=\operatorname{Re}x=R$, so $F_1=R(1-\cos\phi)/\pi^2$. It is largest, for given $R$, when adjacent levels are out of phase. It vanishes when $\phi$ is a multiple of $2\pi$; in this model the intensity is then constant.

### Numbers for a model crystal

The model has the Si(001) stacking with $a=5.43$ Å, so $d=1.3575$ Å. Surface atoms are 3.84 Å apart before pairing. To form symmetric 2.30 Å dimers, each moves inward by $(3.84-2.30)/2=0.77$ Å and down by 0.24 Å, which preserves its back-bond length.

Each atomic potential has the Fourier transform

$$v(q)=-(12\ \mathrm{eV})\frac{a^3}8(1+0.1i)\left[0.7e^{-q^2b_1^2/2}+0.3e^{-q^2b_2^2/2}\right],$$

with $b_1=0.80$ Å and $b_2=0.25$ Å. The mean inner potential is thus 12 eV, and the imaginary part, 1.2 eV, represents absorption. The beam equations were integrated numerically through 28 layers, using the relativistic wave number and mass.

At 10000 eV and 1.3°, $k=51.48$ Å$^{-1}$ and $\Gamma=1.168$ Å$^{-1}$. Thus $\phi=2(1.168)(1.3575)=3.171$ rad, or 181.7°: adjacent levels are almost out of phase. The reflectivities are

- [110]: $R_A=0.025$ with dimers along the beam, and $R_B=0.151$ with dimers across it;
- [010]: $R_A=R_B=0.360$.

Including more diffracted beams lowers the [010] value by about 1%, to 0.356–0.357, and moves the [110] values by less than 0.001.

Along [110], the complex argument of $r_B$ is about 61° smaller than that of $r_A$. The ratio $R_B/R_A$ varies strongly with angle: about 4 at 1.0°, 3 at 2.0° and between 11 and 12 at 3.0°. Between these angles it falls below 1 near 2.4° and exceeds 80 near 2.8°. The contrast is therefore not a fixed property of the surface. At 1.3° it is also not caused by the pairing. With the top atoms lowered but left unpaired, $R_A$ stays at 0.025, $R_B$ is about 0.155 and $|F_2|$ about 0.026, close to the value with dimers found below. An ideal termination without dimers gives $R_A\approx0.066$, $R_B\approx0.20$ and $|F_2|\approx0.027$. At other angles the pairing matters more: at 2.0° it lowers $R_B$ from about 0.12 to 0.04.

The growth curves follow:

| Layers grown | 0 | 0.5 | 1 | 1.5 | 2 |
|---|---:|---:|---:|---:|---:|
| $I$, [110] | 0.025 | 0.030 | 0.151 | 0.028 | 0.025 |
| $I$, [010] | 0.360 | 0.0001 | 0.360 | 0.0001 | 0.360 |

Along [110] the large term in $F_2$ is $(2/\pi^2)(0.0251-0.1509)=-0.0255$. The phase term is only about 0.0004 in magnitude, because $\sin\phi=-0.029$. Thus $|F_2|=0.0255$, while $F_1=0.0119$. Along [010], $F_2=0$ and $F_1=0.0729$. The repeat thickness is 2.715 Å (0.2715 nm) in the first azimuth and 1.3575 Å (0.13575 nm) in the second.

The table's half-layer values do not show every turning point. At the start of growth on A, the expanded intensity has slope $-2R_A+2\operatorname{Re}(xe^{-i\phi})=-0.050-0.056=-0.106$ per layer. The signal first falls before rising to the strong B peak. Complete A layers give weak maxima and complete B layers strong ones.

### What a real surface changes

The beam energy, angle and potential are rough, typical values for this kind of diffraction from silicon; the reflectivities belong to the model and are not measurements. The starting surface can decide whether the doubling appears at all. If a fraction $w$ starts as A and the rest as B, in regions too large to interfere, their curves are one layer apart. Their two-layer coefficients have opposite signs, so $F_2$ is multiplied by $w-(1-w)=2w-1$. A 90% A surface retains 80% of it; equal areas retain none. A nominally flat wafer with single-layer steps and similar areas of both domains can therefore show a one-layer period even along [110].

Other departures change the contrast in different ways:

- **Azimuth error.** At 2° from [010] the amplitudes differ by a little over 1%. Their reflectivities then differ by at most about 3%, and the two-layer coefficient is at most about 3% of the one-layer coefficient at this glancing angle. The reflectivity itself is sharply peaked in azimuth: it falls from 0.36 to about 0.03 at 0.5° and is about 0.09 at 2°.
- **Buckling.** Raising one dimer atom and lowering the other by 0.35 Å changes the [110] reflectivities to about 0.011 and 0.15.
- **Vibration.** Smearing each atom by an rms displacement of 0.1 Å along each axis lowers the [110] reflectivities from 0.025 and 0.151 to about 0.023 and 0.125. The values therefore depend on temperature.
- **A rough front.** Let each layer fill while 1.5 layers are deposited: it shares the flux equally with the layer below for the first half layer, takes it alone for the second, and shares it with the layer above for the third. Along [110], $|F_2|$ drops to 0.018 and $|F_1|$ to about 0.004. The values depend on how the flux is shared. Along [010], a steadily advancing front still repeats every layer, since moving it up one level changes only the overall phase.
- **Terrace edges.** For equal strips parallel to a [110] beam, a six-layer calculation with explicit steps departs from the area-weighted amplitude by 18% for 15 Å terraces and 5.5% for 38 Å terraces. These errors are relative to the rms flat-surface amplitude and are rms values over 1.3° and 2.0°. Steps crossing the beam were not included.

The period doubling along [110] is thus permitted by symmetry and produced by multiple scattering, with a strength that depends on angle and surface condition. The equality along [010] rests on the crystal's glide symmetry. It holds whatever the value of the reflectivity, provided that successive surfaces have the same structure apart from the 90° turn.
